# Marginalised Gaussian nuisance parameters as an added covariance in linear metrology

## What symmetry fixes

Let $n$ readings $y$ depend linearly on the wanted quantities $x$ and on unwanted ones $b$, such as a gain error or a calibration offset:

$$y=Ax+Bb+e .$$

The matrices $A$ and $B$ are known and do not depend on $x$. The noise $e$ is Gaussian with mean zero and covariance $R$. The nuisance vector $b$ is Gaussian with mean $b_0$ and covariance $P$, known from calibration. For now $b$ and $e$ are independent of each other and of $x$. We want $p(y|x)$, the density of the readings when $b$ is not known.

Write $P=LL^T$ and $b=b_0+Lz$, where the $q$ components of $z$ are independent with mean zero and unit variance. This is possible even if $P$ is singular. With $S=BL$,

$$y=Ax+Bb_0+Sz+e .\tag{1}$$

Column $j$ of $S$ is the change of the readings when $z_j$ moves by one standard deviation. Two symmetries restrict the answer.

First, $(z,e)$ and $(-z,-e)$ are equally probable. The density of $y$ is therefore symmetric about $Ax+Bb_0$, which must be its mean.

Second, a rotation $z\to Qz$ with $QQ^T=I$ leaves the distribution of $z$ unchanged, so $S$ and $SQ$ describe the same experiment. Two matrices of equal shape related in this way have the same $SS^T$, and conversely equal $SS^T$ implies such a relation. The nuisances can thus enter only through

$$SS^T=BLL^TB^T=BPB^T .$$

This product has the units of $y^2$, like $R$, whatever the units of $b$.

Symmetry does not say how the two covariances combine. For one reading with noise variance $r$ and nuisance variance $s^2$, the rule $(r^p+s^{2p})^{1/p}$ has the right units for every $p>0$, treats both sources alike and gives $r$ when $s=0$. That $p=1$ has to be derived. The result is

$$p(y|x)=N(y;\,Ax+Bb_0,\,V),\qquad V=R+BPB^T ,\tag{2}$$

where $N(y;\mu,V)$ is the normal density of mean $\mu$ and covariance $V$.

## First derivation: integrate over the nuisances

Let $R$ be positive definite and put $r=y-Ax-Bb_0$. By the rule of total probability,

$$p(y|x)=\int\frac{e^{-\frac12(r-Sz)^TR^{-1}(r-Sz)}}{(2\pi)^{n/2}|R|^{1/2}}\,\frac{e^{-\frac12z^Tz}}{(2\pi)^{q/2}}\,d^qz .$$

The prior of $z$ does not contain $x$, because $b$ is independent of $x$. Expand the quadratic terms and collect powers of $z$:

$$(r-Sz)^TR^{-1}(r-Sz)+z^Tz=r^TR^{-1}r-2z^TS^TR^{-1}r+z^THz,$$

$$H=I+S^TR^{-1}S .$$

$H$ is positive definite, so it has an inverse. With $\hat z=H^{-1}S^TR^{-1}r$ the linear term is $-2z^TH\hat z$, and completing the square gives

$$(z-\hat z)^TH(z-\hat z)+r^TR^{-1}r-\hat z^TH\hat z .\tag{3}$$

The last term is $\hat z^TH\hat z=r^TR^{-1}SH^{-1}S^TR^{-1}r$. The integral over $z$ of the first term's exponential is $(2\pi)^{q/2}|H|^{-1/2}$, which cancels the prior's factor $(2\pi)^{-q/2}$. Hence

$$p(y|x)=\frac{e^{-\frac12r^TWr}}{(2\pi)^{n/2}\left(|R||H|\right)^{1/2}},\quad W=R^{-1}-R^{-1}SH^{-1}S^TR^{-1}.$$

It remains to identify $W$ and the determinant. Multiply $W$ by $R+SS^T$:

$$(R+SS^T)W=I+SS^TR^{-1}-S\,(I+S^TR^{-1}S)\,H^{-1}S^TR^{-1}.$$

The bracket is $H$, so the last term is $-SS^TR^{-1}$ and the product is $I$. Therefore $W=(R+SS^T)^{-1}$.

For the determinant, factorise one block matrix in two ways:

$$\begin{pmatrix}R&-S\\S^T&I\end{pmatrix}=\begin{pmatrix}I&-S\\0&I\end{pmatrix}\begin{pmatrix}R+SS^T&0\\S^T&I\end{pmatrix}=\begin{pmatrix}R&0\\S^T&H\end{pmatrix}\begin{pmatrix}I&-R^{-1}S\\0&I\end{pmatrix}.$$

The determinant of a block-triangular matrix is the product of those of its diagonal blocks, so $|R+SS^T|=|R||H|$. Exponent and normalisation both agree with equation (2).

The subtracted term in $W$ is the information lost because $b$ is unknown. If $S\to0$, then $W\to R^{-1}$. In the opposite limit, replace $S$ by $tS$ with $S$ of full column rank and let $t\to\infty$. Then

$$W\to R^{-1}-R^{-1}S(S^TR^{-1}S)^{-1}S^TR^{-1},$$

and $WS\to0$: signals that a nuisance could imitate carry no weight.

## Second derivation: add independent Gaussian vectors

The characteristic function of $y$ at fixed $x$ is the mean of $e^{ik^Ty}$. Insert equation (1). Since $z$ and $e$ are independent, the mean of the product is the product of the means:

$$\langle e^{ik^Ty}\rangle=e^{ik^T(Ax+Bb_0)}\,\langle e^{ik^TSz}\rangle\,\langle e^{ik^Te}\rangle .$$

For one standard normal variable, $iuz-\frac12z^2=-\frac12(z-iu)^2-\frac12u^2$, and so $\langle e^{iuz}\rangle=e^{-u^2/2}$. Put $u=S^Tk$ and multiply over the components:

$$\langle e^{ik^TSz}\rangle=e^{-\frac12k^TSS^Tk}.$$

In the same way, writing $e=Fw$ with $R=FF^T$ and $w$ standard normal gives $\langle e^{ik^Te}\rangle=e^{-\frac12k^TRk}$. The exponents add:

$$\langle e^{ik^Ty}\rangle=\exp\!\left[ik^T(Ax+Bb_0)-\tfrac12k^T(R+SS^T)k\right].$$

This is the characteristic function of a Gaussian with the mean and covariance of equation (2). A characteristic function determines its distribution, which completes the derivation. The value $p=1$ left open by symmetry comes from independence: a product of factors is a sum of exponents.

## What each derivation assumes

Both use linearity, known matrices, Gaussian distributions and independence. The first also needs an invertible $R$, because it starts from a noise density. The second allows a singular $R$, and even a singular $V$, when $y$ has a distribution but no density in all $n$ dimensions. In return, the first supplies $\hat z$, the best estimate of the nuisances for a given $x$.

If the distributions are not Gaussian but have finite variances, the covariance of $y$ is still $R+BPB^T$, since covariances of independent vectors add. The density is then in general not normal. A nuisance that takes two values with equal probability, far apart compared with the noise, gives a density with two peaks.

If $b$ and $e$ are jointly Gaussian but correlated, with $C=\langle(b-b_0)e^T\rangle$, multiplying out the covariance of $B(b-b_0)+e$ gives

$$V=R+BPB^T+BC+C^TB^T .$$

The extra terms can have either sign. For one reading with $B=P=R=1$ and $C=-1$, the two errors cancel and $V=0$.

If $B$ depends on $x$, as for a gain error multiplying the signal, equation (2) holds at each $x$ with its own $V(x)$. The term $-\frac12\ln|V(x)|$ in the log-likelihood then varies with $x$ and must be kept.

## Estimates and repeated readings

Let $A$ have full column rank, $V$ be invertible and the prior on $x$ be flat. Setting the gradient of the log-likelihood to zero gives $A^TV^{-1}(y-Bb_0-Ax)=0$, hence

$$\hat x=G(y-Bb_0),\quad G=(A^TV^{-1}A)^{-1}A^TV^{-1}.\tag{4}$$

The exponent is quadratic in $x$ with matrix $A^TV^{-1}A$, so the posterior covariance is $(A^TV^{-1}A)^{-1}$.

One may instead fit $x$ and $z$ together, counting $z^Tz$ as prior data. By equation (3), the minimum over $z$ leaves $r^TWr=r^TV^{-1}r$, and the estimate of $x$ is the same. Its covariance is also the same, because integrating the joint posterior over $z$ is the calculation of the first derivation.

Now take $m$ repeats with independent noise but one common $b$. The noise in their mean has covariance $R/m$, while $Bb$ is not averaged:

$$V_m=R/m+BPB^T .$$

Using $V/m$ would assume a fresh nuisance in every repeat.

For one measurand, $A$ is a column $a$. Any unbiased linear estimate has a row of weights $g$ with $ga=1$ and variance $gV_mg^T$. The Cauchy–Schwarz inequality gives $1=(ga)^2\le(gV_mg^T)(a^TV_m^{-1}a)$, with equality for the weights of equation (4). The best variance is therefore the minimum of $gRg^T/m+|gS|^2$ under $ga=1$. Two cases follow.

- If $a=Sc$ for some $c$, then $1=gSc\le|gS||c|$, and the variance cannot fall below $1/|c|^2$ for any such $c$. Repeats meet a floor.
- If $a$ is not in the range of $S$, some $g$ has $gS=0$ and $ga=1$. The variance is at most $gRg^T/m$ and tends to zero.

In the second case, $m$ times the variance is the minimum of $gRg^T+m|gS|^2$. This is bounded by the smallest $gRg^T$ with $gS=0$. The minimising weights thus stay bounded and $|gS|\to0$, so the minimum tends to that bound. It is the variance of one scan with no prior knowledge of the nuisances.

## An oxide film on silicon

Consider reflectometry at normal incidence of a silicon dioxide film of nominal thickness $d_0=100$ nm on silicon. With $u=(1000\ \mathrm{nm}/\lambda)^2$, smooth formulas stand for rough typical indices:

$$n=1.448+0.0035u,\quad n_s=3.50+0.067u+0.034u^2 .$$

The interface amplitudes are $r_1=(1-n)/(1+n)$ and $r_2=(n-n_s)/(n+n_s)$, and the round-trip phase is $\delta=4\pi nd/\lambda$. Light that enters and leaves the film gains a factor $1-r_1^2$, and each further round trip gains $-r_1r_2e^{i\delta}$. Summing the geometric series,

$$r_1+\frac{(1-r_1^2)r_2e^{i\delta}}{1+r_1r_2e^{i\delta}}=\frac{r_1+r_2e^{i\delta}}{1+r_1r_2e^{i\delta}} .$$

The reflectance $\rho$ is the squared modulus. The measurand is $x=d-d_0$. The nuisances, all of mean zero, are a relative gain error (standard deviation 0.005), an oxide index offset (0.005) and a wavelength offset (0.5 nm), each common to all seven readings. The noise is independent, with standard deviation $5\times10^{-4}$ in reflectance. Derivatives at $d_0$ were taken by central differences.

Synthetic data were made from the full reflectance formula with $d=100.8$ nm, gain error 0.004, index offset 0.004, wavelength offset $-0.3$ nm and one draw of noise. Here $\rho_0$ is the nominal reflectance and $a$ the slope in $10^{-3}$/nm.

| $\lambda$ (nm) | $\rho_0$ | $y$ | $a$ | $G$ (nm) |
|---|---|---|---|---|
| 450 | 0.21578 | 0.22240 | 5.741 | −13.50 |
| 500 | 0.14049 | 0.14403 | 3.500 | 129.99 |
| 550 | 0.10302 | 0.10337 | 1.221 | 133.24 |
| 600 | 0.09088 | 0.08889 | −0.504 | 74.20 |
| 650 | 0.09335 | 0.09039 | −1.616 | −0.65 |
| 700 | 0.10334 | 0.09953 | −2.251 | −71.15 |
| 750 | 0.11664 | 0.11317 | −2.565 | −130.98 |

The columns of $S$, in $10^{-3}$, are:

| $\lambda$ (nm) | gain | index | wavelength |
|---|---|---|---|
| 450 | 1.079 | 0.541 | −0.975 |
| 500 | 0.702 | −0.592 | −0.544 |
| 550 | 0.515 | −1.494 | −0.227 |
| 600 | 0.454 | −2.040 | −0.034 |
| 650 | 0.467 | −2.291 | 0.071 |
| 700 | 0.517 | −2.349 | 0.122 |
| 750 | 0.583 | −2.294 | 0.141 |

At 450 nm the variance is $(0.5^2+1.079^2+0.541^2+0.975^2)\times10^{-6}$, a standard deviation of $1.63\times10^{-3}$. The correlation with the 500 nm reading is 0.50, although their noises are independent.

The estimate is the sum of $G(y-\rho_0)$ down the first table:

$$-0.089+0.460+0.047-0.148+0.002+0.271+0.455=0.998\ \mathrm{nm}.$$

Unrounded terms give 0.997 nm, so $\hat d=101.00\pm0.19$ nm, or $1010.0\pm1.9$ Å. The error is 0.20 nm, about one standard deviation.

The contributions to the uncertainty are 0.125 nm from noise, 0.066 nm from gain, 0.034 nm from index and 0.117 nm from wavelength. Their squares sum to $0.187^2$ nm². The reading at 450 nm has the steepest slope, yet a small negative weight. In the wavelength part $\sum GS$ it contributes $+0.013$ nm against $-0.131$ nm from the other six, so the negative weight lowers that part of the budget. The gain is small: without this reading, recomputed weights give 0.120 nm for the wavelength part, and the total stays at 0.187 nm.

Ignoring the nuisances means using $V=R$. The same data then give 101.21 nm with a claimed standard deviation of 0.064 nm, whereas under the full model those weights have 0.305 nm. The sum $r^TV^{-1}r$ at the fitted thickness, expected to be near 6 for seven readings and one fitted number, is 24.4 with $V=R$ and 1.9 with the full covariance. Keeping only the diagonal of $V$ is also inconsistent: it claims 0.203 nm, but its weights have 0.239 nm.

For repeats with common nuisances, in nm:

| $m$ | from $V_m$ | from $V/m$ |
|---|---|---|
| 1 | 0.187 | 0.187 |
| 10 | 0.109 | 0.059 |
| 100 | 0.078 | 0.019 |
| 10 000 | 0.016 | 0.002 |

With no prior on the nuisances, one scan gives 1.60 nm. Divided by $\sqrt{10\,000}$ this is 0.016 nm, so the last row is within 2% of the limiting law. The 450 nm reading alone behaves differently. Its single slope can be imitated by a nuisance, and its standard deviation falls from 0.284 nm to a floor of $1.551/5.741=0.270$ nm.

## Limits of the model for a real film

For one scan, linearisation is adequate here for the nuisances. Averaging the full reflectance formula over them by Gauss–Hermite quadrature, with seven points for each, gives a bias of 0.008 nm and leaves the standard deviation at 0.187 nm. Many repeats bring larger weights, which amplify the nonlinear terms. With the weights from $V_m$ the same average gives a standard deviation of 0.079 nm at $m=100$, but 0.025 nm with a bias of 0.014 nm at $m=10\,000$, against the tabulated 0.016 nm. The tabulated value is then reached by a nonlinear fit of thickness and nuisances together. Curvature in thickness matters more: for a noise-free film of 102 nm, the linear estimate is 0.10 nm too high. Repeating the linearisation at each new estimate removes this error. At 102 nm the standard deviation is 0.190 nm, so the stated uncertainty changes little over this range. For the readings in the table, a nonlinear fit of thickness and nuisances together gives 100.94 nm instead of 101.00 nm, a shift of less than a third of the standard deviation. Here $V$ also depends on the thickness, but including the term $-\frac12\ln|V|$ moves the estimate by less than 0.001 nm.

An index near 1.46 is typical of silicon dioxide in the visible. The noise and prior widths are round choices, not the specification of an instrument. The model also neglects absorption in the silicon, errors of its assumed index, the angular spread of the light and any layer at the interface. To first order, each neglected effect biases the thickness by $G\,\Delta\rho$, where $\Delta\rho$ is the change of reflectance it causes:

- silicon absorption, with a rough extinction coefficient $0.13(450\ \mathrm{nm}/\lambda)^5$: $+0.25$ nm;
- a silicon index higher by 0.02 at every wavelength: $+0.15$ nm;
- a uniformly filled cone of light of 5° half-angle, averaged over both polarisations: $-0.09$ nm;
- an interfacial layer of 0.5 nm and index 2.8, both rough: $+0.28$ nm.

With these rough inputs the first and last exceed the stated uncertainty of one scan, though a smaller extinction coefficient could bring the first below it. Repeats change the weights, and with them the biases. With the weights from $V_m$ at $m=100$ the four biases are $-0.04$, $+0.12$, $-0.09$ and $+0.23$ nm, in the same order, and the last three exceed the standard deviation of 0.078 nm. An index error that varies with wavelength can do more harm than a uniform one. Errors of $+0.016$, $-0.018$, $-0.016$, $-0.008$, $-0.005$, $-0.006$ and $-0.010$ from 450 to 750 nm, all below 0.02 in size, give $-0.25$ nm for one scan and $-1.4$ nm at $m=100$. For these parameters, a better silicon index and a model of the interface are then worth more than further averaging.

A known effect belongs in the mean. An uncertain one can be made another nuisance. If the interfacial thickness has a standard deviation of 0.5 nm about its modelled value, the new column of $S$ is approximately the $\Delta\rho$ of the last item, which is used here. With the old weights the standard deviation would be $\sqrt{0.187^2+0.283^2}=0.339$ nm; weights recomputed from the enlarged $V$ give 0.330 nm. The wider uncertainty covers the interface in this linear Gaussian description, which also admits unphysical negative thicknesses if the modelled value is comparable with its spread.
